# Gaunt Coefficients of Real Spherical Harmonics for PAW Matrix Elements: verification in Python

```python
"""Gaunt coefficients of real spherical harmonics, G = integral S1 S2 S3 dOmega.

Result under test: G from 3j symbols and a unitary transformation equals G from
exact product quadrature. G can be nonzero only if (i) l1,l2,l3 form a triangle,
(ii) l1+l2+l3 is even, (iii) one |mu| is the sum of the other two, (iv) the number
of sine-type factors (mu<0) is even. Allowed entries reduce to one 3j product.
S_l0=Y_l0; S_lm=sqrt2 (-1)^m Re Y_lm; S_l,-m=sqrt2 (-1)^m Im Y_lm for m>0.
Tables: first two indices l<=3 (16 functions), third index l<=6 (49 functions).
All quantities are dimensionless.
"""
from fractions import Fraction
from functools import lru_cache
from math import factorial, pi, sqrt
import numpy as np
from numpy.polynomial.legendre import Legendre, leggauss

LM = [(l, m) for l in range(7) for m in range(-l, l + 1)]
INDEX = {lm: i for i, lm in enumerate(LM)}
NPAIR = 16
TOL = 1e-10


@lru_cache(maxsize=None)
def three_j(l1, l2, l3, m1, m2, m3):
    """Racah sum in rational arithmetic: a vanishing symbol is exactly 0.0."""
    if m1 + m2 + m3 != 0 or not abs(l1 - l2) <= l3 <= l1 + l2:
        return 0.0
    if abs(m1) > l1 or abs(m2) > l2 or abs(m3) > l3:
        return 0.0
    total = Fraction(0)
    for t in range(l1 + l2 - l3 + 1):
        args = (t, l3 - l2 + t + m1, l3 - l1 + t - m2,
                l1 + l2 - l3 - t, l1 - t - m1, l2 - t + m2)
        if min(args) < 0:
            continue
        denominator = 1
        for a in args:
            denominator *= factorial(a)
        total += Fraction((-1) ** t, denominator)
    square = Fraction(factorial(l1 + l2 - l3) * factorial(l1 - l2 + l3)
                      * factorial(-l1 + l2 + l3), factorial(l1 + l2 + l3 + 1))
    for l, m in ((l1, m1), (l2, m2), (l3, m3)):
        square *= factorial(l + m) * factorial(l - m)
    sign = -1 if (l1 - l2 - m3) % 2 else 1
    return sign * sqrt(float(square)) * float(total)


def complex_gaunt(ls, ms):
    """Integral of Y1 Y2 Y3 without complex conjugation."""
    pref = sqrt((2*ls[0] + 1) * (2*ls[1] + 1) * (2*ls[2] + 1) / (4 * pi))
    return pref * three_j(*ls, 0, 0, 0) * three_j(*ls, *ms)


def single_term(ls, mus):
    """One-term formula, for entries that obey all four rules."""
    absolute = [abs(m) for m in mus]
    top = absolute.index(max(absolute))
    ms = [-a if i == top else a for i, a in enumerate(absolute)]
    both_sine = all(mus[i] < 0 for i in range(3) if i != top)
    epsilon = -1 if both_sine else 1
    kappa = 1.0 if 0 in mus else 1 / sqrt(2)
    return (-1) ** absolute[top] * kappa * epsilon * complex_gaunt(ls, ms)


def harmonics(x, phi):
    """Real S and complex Y at cos(theta)=x, from derivatives of P_l."""
    real = np.zeros((len(LM), len(x)))
    comp = np.zeros((len(LM), len(x)), dtype=complex)
    for l in range(7):
        for m in range(l + 1):
            norm = sqrt((2*l + 1) / (4*pi) * factorial(l - m) / factorial(l + m))
            polar = norm * (1 - x*x) ** (m / 2) * Legendre.basis(l).deriv(m)(x)
            if m == 0:
                real[INDEX[l, 0]] = polar
                comp[INDEX[l, 0]] = polar
            else:
                real[INDEX[l, m]] = sqrt(2) * polar * np.cos(m * phi)
                real[INDEX[l, -m]] = sqrt(2) * polar * np.sin(m * phi)
                comp[INDEX[l, m]] = (-1) ** m * polar * np.exp(1j * m * phi)
                comp[INDEX[l, -m]] = polar * np.exp(-1j * m * phi)
    return real, comp


def sphere_grid(n_polar, n_azimuth):
    nodes, weights = leggauss(n_polar)
    angles = 2 * pi * np.arange(n_azimuth) / n_azimuth
    return (np.repeat(nodes, n_azimuth), np.tile(angles, n_polar),
            np.repeat(weights, n_azimuth) * 2 * pi / n_azimuth)


def triple(f, w):
    return np.einsum('ip,jp,kp,p->ijk', f[:NPAIR], f[:NPAIR], f, w, optimize=True)


# Unitary transformation from complex to real harmonics
U = np.zeros((len(LM), len(LM)), dtype=complex)
for l, m in LM:
    if m == 0:
        U[INDEX[l, 0], INDEX[l, 0]] = 1
    elif m > 0:
        U[INDEX[l, m], INDEX[l, m]] = (-1) ** m / sqrt(2)
        U[INDEX[l, m], INDEX[l, -m]] = 1 / sqrt(2)
        U[INDEX[l, -m], INDEX[l, m]] = -1j * (-1) ** m / sqrt(2)
        U[INDEX[l, -m], INDEX[l, -m]] = 1j / sqrt(2)
assert np.allclose(U @ U.conj().T, np.eye(len(LM)), atol=1e-13)

# Road 1: 3j symbols, then transformation
C = np.zeros((NPAIR, NPAIR, len(LM)))
for i, (l1, m1) in enumerate(LM[:NPAIR]):
    for j, (l2, m2) in enumerate(LM[:NPAIR]):
        for l3 in range(7):
            m3 = -m1 - m2
            if abs(m3) <= l3:
                C[i, j, INDEX[l3, m3]] = complex_gaunt((l1, l2, l3), (m1, m2, m3))
G_transformed = np.einsum('ai,bj,ck,ijk->abc', U[:NPAIR, :NPAIR],
                          U[:NPAIR, :NPAIR], U, C, optimize=True)
assert np.max(np.abs(G_transformed.imag)) < 1e-12
G = G_transformed.real

# Road 2: product quadrature
x, phi, w = sphere_grid(7, 13)
S, Y = harmonics(x, phi)
Q = triple(S, w)
C_quad = triple(Y, w)
assert np.allclose(U @ Y, S, atol=1e-12)
assert np.max(np.abs(C_quad - C)) < 1e-11
difference = np.max(np.abs(Q - G))
assert difference < 1e-11

# One node fewer in either direction must spoil the table
short_errors = []
for shape in ((6, 13), (7, 12)):
    xs, ps, ws = sphere_grid(*shape)
    short_errors.append(np.max(np.abs(triple(harmonics(xs, ps)[0], ws) - G)))
assert min(short_errors) > 1e-3

# Selection rules as masks
ell = np.array([lm[0] for lm in LM])
mu = np.array([lm[1] for lm in LM])
l1, l2, l3 = ell[:NPAIR, None, None], ell[None, :NPAIR, None], ell[None, None, :]
m1, m2, m3 = mu[:NPAIR, None, None], mu[None, :NPAIR, None], mu[None, None, :]
a, b, c = abs(m1), abs(m2), abs(m3)
triangle = (l3 >= abs(l1 - l2)) & (l3 <= l1 + l2) & (a >= 0) & (b >= 0) & (c >= 0)
even_sum = (l1 + l2 + l3) % 2 == 0
m_rule = (a + b == c) | (a + c == b) | (b + c == a)
sines = (m1 < 0).astype(int) + (m2 < 0).astype(int) + (m3 < 0).astype(int)
stages = [triangle, triangle & even_sum, triangle & even_sum & m_rule,
          triangle & even_sum & m_rule & (sines % 2 == 0)]
allowed = stages[-1]
nonzero = np.abs(Q) > TOL
assert not np.any(nonzero & ~allowed)
assert np.array_equal(nonzero, np.abs(G) > TOL)

# One-term formula, and exact origin of the remaining zeros
remaining = set()
for i, j, k in np.argwhere(allowed):
    entry = (LM[i], LM[j], LM[k])
    ls, mus = tuple(e[0] for e in entry), tuple(e[1] for e in entry)
    value = single_term(ls, mus)
    assert abs(value - Q[i, j, k]) < 1e-11
    assert abs(three_j(*ls, 0, 0, 0)) > 1e-3
    assert (value == 0.0) == (not nonzero[i, j, k])
    if value == 0.0:
        remaining.add(tuple(sorted(entry)))
assert remaining == {((2, 0), (3, -2), (3, -2)), ((2, 0), (3, 2), (3, 2))}

# Real count from complex count
complex_nonzero = np.abs(C_quad) > TOL
has_zero_m = (m1 == 0) | (m2 == 0) | (m3 == 0)
complex_counts = []
for size in (16, 49):
    cn, hz = complex_nonzero[:, :, :size], has_zero_m[:, :, :size]
    without, with_zero = int(np.sum(cn & ~hz)), int(np.sum(cn & hz))
    assert int(np.sum(nonzero[:, :, :size])) == 2 * without + with_zero
    complex_counts.append((without, with_zero))

# Product expansion at a general direction
px, pphi = np.array([0.37]), np.array([1.1])
Sp = harmonics(px, pphi)[0][:, 0]
assert np.allclose(np.outer(Sp[:NPAIR], Sp[:NPAIR]), G @ Sp, atol=1e-12)

# Density of the xyz orbital
f = INDEX[3, -2]
moments = G[f, f]
assert np.max(np.abs(moments[ell == 2])) < 1e-12
turned = harmonics(px, pphi + pi / 4)[0][f, 0]
assert abs(turned - Sp[INDEX[3, 2]]) < 1e-12
diag_S = harmonics(np.array([1 / sqrt(3)]), np.array([pi / 4]))[0][:, 0]
density_sum = moments @ diag_S
density_cartesian = 105 / (4 * pi) * (1 / sqrt(3)) ** 6
assert abs(density_sum - density_cartesian) < 1e-12

# Expectation value of V=x^4+y^4+z^4 on the unit sphere
sin_theta = np.sqrt(1 - x*x)
V = (sin_theta*np.cos(phi))**4 + (sin_theta*np.sin(phi))**4 + x**4
v_components = S @ (w * V)
expectation = v_components @ moments


def odd_factorial(n):
    return 1 if n <= 1 else n * odd_factorial(n - 2)


def mean_monomial(p, q, r):
    """Spherical average of x^p y^q z^r for even powers."""
    return (odd_factorial(p - 1) * odd_factorial(q - 1) * odd_factorial(r - 1)
            / odd_factorial(p + q + r + 1))


expectation_direct = 105 * 3 * mean_monomial(6, 2, 2)
average_V = 3 * mean_monomial(4, 0, 0)
assert abs(expectation - expectation_direct) < 1e-12
assert abs(v_components[0] / sqrt(4 * pi) - average_V) < 1e-12

print("All numbers are dimensionless")
print(f"quadrature grid: 7 polar x 13 azimuthal = {len(w)} points")
print(f"max |G(3j) - G(quadrature)| = {difference:.1e}")
print(f"max error with 6 polar nodes = {short_errors[0]:.4f}")
print(f"max error with 12 azimuths = {short_errors[1]:.4f}")
print(f"smallest nonzero |G| (PAW table) = {np.min(np.abs(Q[nonzero])):.6f}")
print(f"largest |G| outside the nonzero set = {np.max(np.abs(Q[~nonzero])):.1e}")
print("Entries left after each step: all l<=3 | PAW table l3<=6")
print(f"  all entries: {Q[:, :, :16].size} | {Q.size}")
names = ("triangle", "even l sum", "|mu| rule", "even sine number")
for name, mask in zip(names, stages):
    print(f"  {name}: {np.sum(mask[:, :, :16])} | {np.sum(mask)}")
print(f"  nonzero: {np.sum(nonzero[:, :, :16])} | {np.sum(nonzero)}")
print(f"  remaining zeros: {np.sum((allowed & ~nonzero)[:, :, :16])}"
      f" | {np.sum(allowed & ~nonzero)}")
for label, (without, with_zero) in zip(("l<=3", "PAW"), complex_counts):
    print(f"complex nonzero, {label}: no m zero {without}, some m zero {with_zero}")
distinct = sum(1 for i, j, k in np.argwhere(nonzero[:, :, :16]) if i <= j <= k)
print(f"permutation-distinct nonzero entries, l<=3: {distinct}")
print("Nonzero counts by lmax: all l<=lmax | l3<=2 lmax")
for lmax in range(4):
    n, n3 = (lmax + 1) ** 2, (2 * lmax + 1) ** 2
    print(f"  lmax={lmax}: {np.sum(nonzero[:n, :n, :n])}"
          f" | {np.sum(nonzero[:n, :n, :n3])}")
print("Zeros not covered by the rules, as (l,mu) triples:")
for entry in sorted(remaining):
    print("  ", entry)
ls, mus = (2, 3, 3), (-1, -2, 3)
i, j, k = (INDEX[lm] for lm in zip(ls, mus))
print("Example (2,-1),(3,-2),(3,3):")
print(f"  3j(2 3 3; 0 0 0) = {three_j(*ls, 0, 0, 0):.6f}")
print(f"  3j(2 3 3; 1 2 -3) = {three_j(*ls, 1, 2, -3):.6f}")
print(f"  root prefactor = {sqrt(5 * 7 * 7 / (4 * pi)):.6f}")
print(f"  complex integral C = {complex_gaunt(ls, (1, 2, -3)):.6f}")
print(f"  G one-term formula = {single_term(ls, mus):.6f}")
print(f"  G full transformation = {G[i, j, k]:.6f}")
print(f"  G quadrature = {Q[i, j, k]:.6f}")
print("Nonzero multipoles n_LM of the xyz orbital density:")
for q in np.flatnonzero(np.abs(moments) > TOL):
    print(f"  n{LM[q]} = {moments[q]:.6f}, potential v{LM[q]} = {v_components[q]:.6f}")
print(f"density along (1,1,1), multipole sum = {density_sum:.6f}")
print(f"density along (1,1,1), Cartesian = {density_cartesian:.6f}")
print(f"<x^4+y^4+z^4> from multipoles = {expectation:.6f}")
print(f"<x^4+y^4+z^4> from Cartesian moments = {expectation_direct:.6f}")
print(f"spherical average of x^4+y^4+z^4 = {average_V:.6f}")
print("checks complete")
```

Printed output:

```
All numbers are dimensionless
quadrature grid: 7 polar x 13 azimuthal = 91 points
max |G(3j) - G(quadrature)| = 8.9e-16
max error with 6 polar nodes = 0.2371
max error with 12 azimuths = 0.2548
smallest nonzero |G| (PAW table) = 0.011854
largest |G| outside the nonzero set = 5.8e-16
Entries left after each step: all l<=3 | PAW table l3<=6
  all entries: 4096 | 12544
  triangle: 3436 | 7056
  even l sum: 1875 | 4326
  |mu| rule: 695 | 1398
  even sine number: 359 | 714
  nonzero: 353 | 708
  remaining zeros: 6 | 6
complex nonzero, l<=3: no m zero 90, some m zero 173
complex nonzero, PAW: no m zero 216, some m zero 276
permutation-distinct nonzero entries, l<=3: 77
Nonzero counts by lmax: all l<=lmax | l3<=2 lmax
  lmax=0: 1 | 1
  lmax=1: 10 | 21
  lmax=2: 83 | 162
  lmax=3: 353 | 708
Zeros not covered by the rules, as (l,mu) triples:
   ((2, 0), (3, -2), (3, -2))
   ((2, 0), (3, 2), (3, 2))
Example (2,-1),(3,-2),(3,3):
  3j(2 3 3; 0 0 0) = 0.195180
  3j(2 3 3; 1 2 -3) = -0.243975
  root prefactor = 4.415482
  complex integral C = -0.210261
  G one-term formula = -0.148677
  G full transformation = -0.148677
  G quadrature = -0.148677
Nonzero multipoles n_LM of the xyz orbital density:
  n(0, 0) = 0.282095, potential v(0, 0) = 2.126945
  n(4, 0) = -0.179515, potential v(4, 0) = 0.472654
  n(4, 4) = -0.151718, potential v(4, 4) = 0.399466
  n(6, 0) = 0.071126, potential v(6, 0) = 0.000000
  n(6, 4) = -0.188183, potential v(6, 4) = 0.000000
density along (1,1,1), multipole sum = 0.309468
density along (1,1,1), Cartesian = 0.309468
<x^4+y^4+z^4> from multipoles = 0.454545
<x^4+y^4+z^4> from Cartesian moments = 0.454545
spherical average of x^4+y^4+z^4 = 0.600000
checks complete
```
